# A Dirac fermion with the non-Hermitian mass m1 + m2 gamma5: a program that tests the result

```python
# Result under test: the Dirac Hamiltonian with a non-Hermitian mass,
#   H(p) = alpha.p + beta (m1 + m2 gamma5),   hbar = c = 1,
# has E^2 = p^2 + m1^2 - m2^2; for |m2| < m1 the positive metric
#   eta = (m1 + m2 gamma5)/M,  M = sqrt(m1^2 - m2^2),
# obeys H^dagger eta = eta H for all p; H(p) is defective exactly at
# m2^2 = m1^2 + p^2, which is lowest for p = 0, at |m2| = m1.
# Symbols: m1, m2 masses, p momentum vector, eps = sqrt(p^2 + m1^2),
# theta = artanh(m2/m1). Energies, masses and momenta are in MeV.
import numpy as np
import sympy as sp
from scipy.linalg import expm, null_space, block_diag

rng = np.random.default_rng(7)
I2, I4 = np.eye(2), np.eye(4)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
beta = np.kron(pauli[2], I2)
alpha = [np.kron(pauli[0], s) for s in pauli]
gam = [beta @ a for a in alpha]
gamma5 = 1j * beta @ gam[0] @ gam[1] @ gam[2]


def ham(p, m1, m2):
    kinetic = sum(p[i] * alpha[i] for i in range(3))
    return kinetic + beta @ (m1 * I4 + m2 * gamma5)


def dag(a):
    return a.conj().T


def metric_space(hams):
    """Basis of all X with X H = H^dagger X for every H in the list."""
    rows = [np.kron(I4, h.T) - np.kron(dag(h), I4) for h in hams]
    return null_space(np.vstack(rows), rcond=1e-10)


m1, m2 = 5.0, 3.0
p = np.array([1.0, 2.0, 2.0])
zero = np.zeros(3)
pabs = np.linalg.norm(p)
eps = np.hypot(pabs, m1)
H = ham(p, m1, m2)

# Dispersion: symbolic characteristic polynomial and diagonalization
E_, a_, b_, x_, y_, z_ = sp.symbols("E m1 m2 px py pz", real=True)


def exact(mat):
    return sp.Matrix(4, 4, lambda i, j: int(round(mat[i, j].real))
                     + sp.I * int(round(mat[i, j].imag)))


Hs = (x_ * exact(alpha[0]) + y_ * exact(alpha[1]) + z_ * exact(alpha[2])
      + a_ * exact(beta) + b_ * exact(beta @ gamma5))
charpoly = (E_ * sp.eye(4) - Hs).det(method="berkowitz")
claimed = (E_**2 - x_**2 - y_**2 - z_**2 - a_**2 + b_**2)**2
assert sp.expand(charpoly - claimed) == 0
levels = np.sort(np.linalg.eigvals(H).real)
E = np.sqrt(pabs**2 + m1**2 - m2**2)
assert np.allclose(levels, [-E, -E, E, E], atol=1e-10)
herm_H = ham(p, m1, 1j * m2)
herm_level = np.linalg.eigvalsh(herm_H)[-1]
assert np.allclose(herm_H, dag(herm_H))
assert abs(herm_level**2 - (pabs**2 + m1**2 + m2**2)) < 1e-9

# Metric: solve the linear intertwining condition without the formula
M = np.sqrt(m1**2 - m2**2)
theta = np.arctanh(m2 / m1)
eta = (m1 * I4 + m2 * gamma5) / M
momenta = [zero, p] + [rng.normal(size=3) for _ in range(4)]
one_p = metric_space([H])
all_p = metric_space([ham(k, m1, m2) for k in momenta])
assert one_p.shape[1] == 8 and all_p.shape[1] == 1
solved = all_p[:, 0].reshape(4, 4)
solved = solved * (np.trace(eta) / np.trace(solved))
assert np.allclose(solved, eta, atol=1e-9)
eta_eigs = np.linalg.eigvalsh(solved)
assert eta_eigs[0] > 0
assert np.allclose(eta_eigs, np.exp([-theta, -theta, theta, theta]))
S = expm(0.5 * theta * gamma5)
assert np.allclose(S @ H @ np.linalg.inv(S), ham(p, M, 0.0), atol=1e-10)

# Local conservation, with a superposition of two plane waves
waves = [(p, rng.normal(size=4) + 1j * rng.normal(size=4)),
         (np.array([-1.0, 0.5, 2.0]),
          rng.normal(size=4) + 1j * rng.normal(size=4))]
waves = [(k, s / np.linalg.norm(s)) for k, s in waves]


def field(x, t):
    return sum(np.exp(1j * k @ x) * (expm(-1j * ham(k, m1, m2) * t) @ s)
               for k, s in waves)


def balance(weight, x, t, step=2e-5):
    """d(density)/dt + div(current) by central differences."""
    def value(op, xx, tt):
        f = field(xx, tt)
        return (f.conj() @ weight @ op @ f).real
    total = value(I4, x, t + step) - value(I4, x, t - step)
    for i in range(3):
        dx = step * np.eye(3)[i]
        total += value(alpha[i], x + dx, t) - value(alpha[i], x - dx, t)
    return total / (2 * step)


x0, t0 = np.array([0.3, -0.2, 0.5]), 0.17
leak_eta, leak_plain = balance(eta, x0, t0), balance(I4, x0, t0)
f0 = field(x0, t0)
source = (-2j * m2 * (f0.conj() @ beta @ gamma5 @ f0)).real
assert abs(leak_eta) < 1e-4 and abs(leak_plain - source) < 1e-4
assert abs(source) > 1e-2

# Singular values and overlap of the two energy eigenspaces
sing = np.linalg.svd(H, compute_uv=False)
assert np.allclose(sing, [eps + m2, eps + m2, eps - m2, eps - m2])
w, V = np.linalg.eig(H)
q_plus = np.linalg.qr(V[:, w.real > 0])[0]
q_minus = np.linalg.qr(V[:, w.real < 0])[0]
overlap = np.linalg.svd(dag(q_plus) @ q_minus, compute_uv=False)
assert np.allclose(overlap, m2 / eps, atol=1e-10)


# Exceptional point: bisection on the reality of numerical eigenvalues
def critical_m2(k):
    lo, hi = 0.0, 20.0
    for _ in range(60):
        mid = 0.5 * (lo + hi)
        imag = np.abs(np.linalg.eigvals(ham(k, m1, mid)).imag).max()
        lo, hi = (lo, mid) if imag > 1e-5 else (mid, hi)
    return 0.5 * (lo + hi)


ep_zero, ep_p = critical_m2(zero), critical_m2(p)
assert abs(ep_zero - m1) < 1e-8 and abs(ep_p - eps) < 1e-8
ranks = []
for k, mc in ((zero, m1), (p, eps)):
    Hc = ham(k, m1, mc)
    ranks.append(np.linalg.matrix_rank(Hc, tol=1e-9))
    assert np.allclose(Hc @ Hc, 0, atol=1e-10) and ranks[-1] == 2
    assert np.allclose(expm(-2j * Hc), I4 - 2j * Hc, atol=1e-8)
wm, Vm = np.linalg.eig(ham(p, m1, m1))
assert np.allclose(np.sort(wm.real), [-pabs, -pabs, pabs, pabs])
assert np.linalg.cond(Vm) < 1e3
delta = 1e-4
E_near = np.linalg.eigvals(ham(zero, m1, m1 - delta)).real.max()
E_far = np.linalg.eigvals(ham(zero, m1, m1 - 100 * delta)).real.max()
E_root = np.sqrt(2 * m1 * delta)
assert abs(E_near / E_root - 1) < 1e-4
assert abs(E_far / E_near - 10) < 0.02

# Fixed momentum: a positive metric survives for m1 < m2 < eps
m2_mid = 5.5
H_mid = ham(p, m1, m2_mid)
w, V = np.linalg.eig(H_mid)
E_mid = w.real.max()
assert np.abs(w.imag).max() < 1e-9
eta_p = I4 + dag(H_mid) @ H_mid / E_mid**2
assert np.allclose(eta_p @ H_mid, dag(H_mid) @ eta_p, atol=1e-8)
assert np.linalg.eigvalsh(eta_p)[0] > 0
bound = (eps + m2_mid) / (eps - m2_mid)
cond_p = np.linalg.cond(eta_p)
assert abs(cond_p / bound - 1) < 1e-8
W = np.linalg.inv(V[:, np.argsort(w.real)])
for _ in range(300):
    blocks = []
    for _ in range(2):
        g = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
        blocks.append(g @ dag(g) + 0.1 * I2)
    trial = dag(W) @ block_diag(*blocks) @ W
    assert np.allclose(trial @ H_mid, dag(H_mid) @ trial, atol=1e-6)
    assert np.linalg.cond(trial) > bound * (1 - 1e-8)
common = metric_space([ham(k, m1, m2_mid) for k in momenta])
assert common.shape[1] == 1
X = common[:, 0].reshape(4, 4)
X = 4 * X / np.trace(X)
mid_eigs = np.linalg.eigvalsh(X)
assert mid_eigs[0] < 0 < mid_eigs[-1]

# At and beyond the exceptional point no positive metric exists
m2_big = 7.0
for mass in (m1, m2_big):
    basis = metric_space([ham(zero, m1, mass)])
    for _ in range(200):
        c = rng.normal(size=basis.shape[1]) \
            + 1j * rng.normal(size=basis.shape[1])
        X = (basis @ c).reshape(4, 4)
        ev = np.linalg.eigvalsh(X + dag(X))
        assert ev[0] < 1e-9 and ev[-1] > -1e-9
growth_zero = np.linalg.eigvals(ham(zero, m1, m2_big)).imag.max()
growth_p = np.linalg.eigvals(ham(p, m1, m2_big)).imag.max()
p_crit = np.sqrt(m2_big**2 - m1**2)
for factor, unstable in ((0.999, True), (1.001, False)):
    k = factor * p_crit * p / pabs
    im = np.abs(np.linalg.eigvals(ham(k, m1, m2_big)).imag).max()
    assert (im > 1e-3) == unstable

# Time evolution: closed form and largest growth of the ordinary norm
t = 0.37
assert np.allclose(expm(-1j * H * t),
                   np.cos(E * t) * I4 - 1j * H * np.sin(E * t) / E)
H0 = ham(zero, m1, m2)
times = np.linspace(0, np.pi / M, 401)
gains = [np.linalg.norm(expm(-1j * H0 * s), 2)**2 for s in times]
gain, t_gain = max(gains), times[int(np.argmax(gains))]
assert abs(gain - (m1 + m2) / (m1 - m2)) < 1e-8
assert abs(t_gain - np.pi / (2 * M)) < 1e-8
U = expm(-1j * H * t)
assert np.allclose(dag(U) @ eta @ U, eta, atol=1e-10)

print(f"m1 = {m1:.1f} MeV, m2 = {m2:.1f} MeV")
print(f"p = ({p[0]:.0f}, {p[1]:.0f}, {p[2]:.0f}) MeV, |p| = {pabs:.4f} MeV")
print("eigenvalues of H(p):", np.round(levels, 6), "MeV")
print(f"E from the dispersion formula = {E:.6f} MeV")
print(f"E with Hermitian mass i*m2*gamma5 = {herm_level:.6f} MeV")
print(f"M = {M:.6f} MeV, theta = {theta:.6f} (no unit)")
print("eigenvalues of eta:", np.round(eta_eigs, 6), "(no unit)")
print("dimension of metric space, one p:", one_p.shape[1])
print("dimension of metric space, all tested p:", all_p.shape[1])
print(f"local balance with eta = {leak_eta:.1e} MeV (density scale 1)")
print(f"local balance without eta = {leak_plain:.6f} MeV")
print(f"predicted source without eta = {source:.6f} MeV")
print(f"eps at chosen p = {eps:.6f} MeV")
print(f"singular values of H(p): {sing[0]:.6f}, {sing[-1]:.6f} MeV")
print(f"overlap of +E and -E spaces = {overlap[0]:.6f} (no unit)")
print(f"largest ordinary-norm gain at p=0 = {gain:.6f} (no unit)")
print(f"time of largest gain = {t_gain:.6f} 1/MeV")
print(f"exceptional m2 at p=0, bisection = {ep_zero:.6f} MeV")
print(f"exceptional m2 at chosen p, bisection = {ep_p:.6f} MeV")
print("rank of H at these two points:", ranks[0], ranks[1])
print(f"distance below point at p=0 = {delta:.1e} MeV")
print(f"E there, diagonalization = {E_near:.6f} MeV")
print(f"E there, square-root law = {E_root:.6f} MeV")
print(f"E ratio for 100 times the distance = {E_far / E_near:.4f}")
print(f"intermediate case m2 = {m2_mid:.1f} MeV")
print(f"E at chosen p, intermediate case = {E_mid:.6f} MeV")
print(f"condition number of eta_p = {cond_p:.4f} (no unit)")
print(f"lower bound for any metric = {bound:.4f} (no unit)")
print("eigenvalues of 1+(m2/m1)gamma5 there:", np.round(mid_eigs, 4))
print(f"broken case m2 = {m2_big:.1f} MeV")
print(f"critical momentum = {p_crit:.6f} MeV")
print(f"imaginary part of E at p=0 = {growth_zero:.6f} MeV")
print(f"imaginary part of E at chosen p = {growth_p:.6f} MeV")
print("done: every assertion held")
```

Printed output:

```
m1 = 5.0 MeV, m2 = 3.0 MeV
p = (1, 2, 2) MeV, |p| = 3.0000 MeV
eigenvalues of H(p): [-5. -5.  5.  5.] MeV
E from the dispersion formula = 5.000000 MeV
E with Hermitian mass i*m2*gamma5 = 6.557439 MeV
M = 4.000000 MeV, theta = 0.693147 (no unit)
eigenvalues of eta: [0.5 0.5 2.  2. ] (no unit)
dimension of metric space, one p: 8
dimension of metric space, all tested p: 1
local balance with eta = -1.7e-09 MeV (density scale 1)
local balance without eta = 24.363546 MeV
predicted source without eta = 24.363546 MeV
eps at chosen p = 5.830952 MeV
singular values of H(p): 8.830952, 2.830952 MeV
overlap of +E and -E spaces = 0.514496 (no unit)
largest ordinary-norm gain at p=0 = 4.000000 (no unit)
time of largest gain = 0.392699 1/MeV
exceptional m2 at p=0, bisection = 5.000000 MeV
exceptional m2 at chosen p, bisection = 5.830952 MeV
rank of H at these two points: 2 2
distance below point at p=0 = 1.0e-04 MeV
E there, diagonalization = 0.031623 MeV
E there, square-root law = 0.031623 MeV
E ratio for 100 times the distance = 9.9950
intermediate case m2 = 5.5 MeV
E at chosen p, intermediate case = 1.936492 MeV
condition number of eta_p = 34.2375 (no unit)
lower bound for any metric = 34.2375 (no unit)
eigenvalues of 1+(m2/m1)gamma5 there: [-0.1 -0.1  2.1  2.1]
broken case m2 = 7.0 MeV
critical momentum = 4.898979 MeV
imaginary part of E at p=0 = 4.898979 MeV
imaginary part of E at chosen p = 3.872983 MeV
done: every assertion held
```
